\section*{Quadratic Stark shift of the ground state in an infinite well}

When a luminescence or modulated-reflectance line of a quantum well moves in an electric field, whoever converts the shift into a field or a well width must choose between two calculations. One is a single formula, quadratic in the field. The other solves the Schrödinger equation anew for each field and width. The choice depends on the size of the quadratic Stark shift and on the field at which the quadratic law loses accuracy. Both can be found in closed or nearly closed form for a well with impenetrable walls.

Let a particle of constant effective mass $m$ along the growth axis move between hard walls at $x=-L/2$ and $x=+L/2$. Let $e>0$ be the elementary charge and $F$ a uniform field along $+x$. An electron has charge $-e$, so its potential energy is $+eFx$, with the zero placed at the well centre. Inside the well
\begin{equation}
-\frac{\hbar^2}{2m}\psi''(x)+eFx\,\psi(x)=E\,\psi(x),\qquad \psi(\pm L/2)=0 .
\end{equation}
The choice of zero matters for a single particle: measuring the potential from another point $x_0$ would add a term $-eFx_0$, linear in the field, to every level.

The dependence on mass, field and width follows before any perturbation theory. Set $x=L\xi$ and $\psi(x)=L^{-1/2}u(\xi)$. Two derivatives with respect to $x$ give a factor $1/L^2$, and the potential becomes $eFL\xi$. Dividing the equation by the energy $\hbar^2/(mL^2)$ gives
\begin{equation}
-\tfrac12u''+f\xi u=\varepsilon u,\qquad u(\pm\tfrac12)=0,
\end{equation}
with
\begin{equation}
E=\frac{\hbar^2}{mL^2}\,\varepsilon,\qquad
f=\frac{eFL}{\hbar^2/(mL^2)}=\frac{meFL^3}{\hbar^2}.
\end{equation}
The three parameters now enter $\varepsilon$ through the one number $f$.

If $u(\xi)$ solves this problem for $f$, then $u(-\xi)$ solves it for $-f$ with the same $\varepsilon$. The spectrum, and with it the lowest level, is therefore even in $f$. The lowest level is also nondegenerate, because two solutions of a second-order equation that both vanish at the same wall are proportional. Since the perturbation $\xi$ is bounded and the level is isolated, $\varepsilon$ has a convergent power series near $f=0$, and evenness removes the odd powers:
\begin{equation}
\varepsilon=\frac{\pi^2}{2}-Cf^2+O(f^4).
\end{equation}
The first term belongs to the field-free state $\sqrt2\cos\pi\xi$. Restoring units in the second term gives
\begin{equation}
\Delta E=-C\,\frac{\hbar^2}{mL^2}\left(\frac{meFL^3}{\hbar^2}\right)^2
=-C\,\frac{m e^2F^2L^4}{\hbar^2}.
\end{equation}
This is the scaling law: one power of mass, two of field and four of width. It holds at leading order in $f$, and it rests on two properties of the model. The width is its one length at zero field, and the well is symmetric.

To find $C$, write $u=u_0+fu_1+f^2u_2+\dots$ and $\varepsilon=\pi^2/2+f\varepsilon_1+f^2\varepsilon_2+\dots$, with $u_0=\sqrt2\cos\pi\xi$. Let $h=-\frac12\,d^2/d\xi^2$. Collecting first and second powers of $f$ gives
\begin{align}
(h-\tfrac{\pi^2}{2})u_1&=(\varepsilon_1-\xi)u_0,\\
(h-\tfrac{\pi^2}{2})u_2&=(\varepsilon_1-\xi)u_1+\varepsilon_2u_0 .
\end{align}
Multiply each equation by $u_0$ and integrate over the well. Two integrations by parts move $h$ onto $u_0$; the boundary terms vanish because all functions are zero at the walls. Since $(h-\pi^2/2)u_0=0$, both left sides vanish. The first equation then gives $\varepsilon_1=\int\xi u_0^2\,d\xi=0$, the integrand being odd. The second gives
\begin{equation}
\varepsilon_2=\int_{-1/2}^{1/2}u_0\,\xi\,u_1\,d\xi=-C .
\end{equation}

With $\varepsilon_1=0$, multiplying the first-order equation by $-2$ yields
\begin{equation}
u_1''+\pi^2u_1=2\xi u_0=2\sqrt2\,\xi\cos\pi\xi .
\end{equation}
The source is odd, so an odd solution is sought. Adding a multiple of $u_0$ to it would not change $\varepsilon_2$, because $\int\xi u_0^2\,d\xi=0$. The source has the frequency of the homogeneous solutions, which calls for polynomial factors:
\begin{equation}
u_1=\sqrt2\left[(a\xi^2+b)\sin\pi\xi+c\,\xi\cos\pi\xi\right].
\end{equation}
The derivatives needed are
\begin{align}
(\xi^2\sin\pi\xi)''&=2\sin\pi\xi+4\pi\xi\cos\pi\xi-\pi^2\xi^2\sin\pi\xi,\\
(\xi\cos\pi\xi)''&=-2\pi\sin\pi\xi-\pi^2\xi\cos\pi\xi .
\end{align}
On forming $u_1''+\pi^2u_1$, the terms with $\pi^2$ cancel, and the $b$ term, a homogeneous solution, drops out. What remains is
\begin{equation}
\sqrt2\left[(2a-2\pi c)\sin\pi\xi+4\pi a\,\xi\cos\pi\xi\right]
=2\sqrt2\,\xi\cos\pi\xi .
\end{equation}
Hence $4\pi a=2$ and $c=a/\pi$. At $\xi=\frac12$ the cosine is zero and the sine is one, so the wall condition is $a/4+b=0$; oddness takes care of the other wall. The constants are
\begin{equation}
a=\frac1{2\pi},\qquad b=-\frac1{8\pi},\qquad c=\frac1{2\pi^2}.
\end{equation}

Insert $u_1$ in the integral for $\varepsilon_2$. The two factors $\sqrt2$ give $2$, and $2\sin\pi\xi\cos\pi\xi=\sin2\pi\xi$, $2\cos^2\pi\xi=1+\cos2\pi\xi$. With all integrals running from $-\frac12$ to $\frac12$,
\begin{equation}
\varepsilon_2=aJ_3+bJ_1+c\left(\tfrac1{12}+J_2\right),
\end{equation}
where $\frac1{12}=\int\xi^2d\xi$ and, by integration by parts with $\cos(\pm\pi)=-1$ and $\sin(\pm\pi)=0$,
\begin{align}
J_1&=\int\xi\sin2\pi\xi\,d\xi=\frac1{2\pi}+\frac1{2\pi}\int\cos2\pi\xi\,d\xi=\frac1{2\pi},\\
J_2&=\int\xi^2\cos2\pi\xi\,d\xi=0-\frac1\pi J_1=-\frac1{2\pi^2},\\
J_3&=\int\xi^3\sin2\pi\xi\,d\xi=\frac1{8\pi}+\frac3{2\pi}J_2=\frac1{8\pi}-\frac3{4\pi^3}.
\end{align}
Therefore
\begin{align}
\varepsilon_2&=\frac1{16\pi^2}-\frac3{8\pi^4}-\frac1{16\pi^2}+\frac1{24\pi^2}-\frac1{4\pi^4}\nonumber\\
&=\frac1{24\pi^2}-\frac5{8\pi^4}=\frac{\pi^2-15}{24\pi^4},
\end{align}
and the leading shift is
\begin{equation}
\Delta E=-\frac{15-\pi^2}{24\pi^4}\,\frac{me^2F^2L^4}{\hbar^2},
\qquad C=2.1945\times10^{-3}.
\end{equation}

The smallness of $C$ becomes clear when $u_1$ is expanded in the field-free states $\varphi_n=\sqrt2\sin[n\pi(\xi+\frac12)]$, whose scaled energies are $n^2\pi^2/2$. Apart from a sign convention, $\varphi_1$ is $u_0$; here the sign is $+$. Projecting the first-order equation on $\varphi_n$ gives the coefficient $-\langle n|\xi|1\rangle/[\pi^2(n^2-1)/2]$, so that
\begin{equation}
C=\sum_{n\ge2}\frac{|\langle n|\xi|1\rangle|^2}{\pi^2(n^2-1)/2}.
\end{equation}
With $y=\xi+\frac12$, the constant $-\frac12$ in $\xi$ drops out by orthogonality, and the product of sines becomes a difference of cosines:
\begin{equation}
\langle n|\xi|1\rangle=\int_0^1y\left[\cos(n-1)\pi y-\cos(n+1)\pi y\right]dy .
\end{equation}
For integer $k\ge1$, $\int_0^1y\cos k\pi y\,dy=[(-1)^k-1]/(k^2\pi^2)$. This is zero for even $k$ and $-2/(k^2\pi^2)$ for odd $k$. Odd $n$ thus give nothing, and even $n$ give
\begin{equation}
\langle n|\xi|1\rangle=-\frac2{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8n}{\pi^2(n^2-1)^2}.
\end{equation}
Squaring and dividing by the energy difference,
\begin{equation}
C=\frac{128}{\pi^6}\sum_{n=2,4,\dots}\frac{n^2}{(n^2-1)^5}.
\end{equation}
Every term is positive, so every admixed state lowers the energy. The term $n=2$ supplies 99.87\% of the sum. The shift is small because the matrix element to that state is $16/(9\pi^2)\approx0.18$, while the energy difference is $3\pi^2/2\approx14.8$, both in scaled units.

The shift also has a mechanical reading. Differentiate $E=\langle\psi|H|\psi\rangle$ with respect to $F$ for a normalized eigenstate. The terms from $\partial\psi/\partial F$ add up to $E\,\partial\langle\psi|\psi\rangle/\partial F=0$, which leaves $dE/dF=e\langle x\rangle$. At leading order
\begin{equation}
\langle x\rangle=-2C\,\frac{meFL^4}{\hbar^2},\qquad
\Delta E=\tfrac12eF\langle x\rangle .
\end{equation}
The electron moves against the field, as its negative charge requires. The potential energy changes by $eF\langle x\rangle=2\Delta E$, and the kinetic energy rises by $|\Delta E|$, half of what was gained. The well thus acts as a spring of stiffness $\hbar^2/(2CmL^4)$. A heavy particle in a wide well is easily displaced: in the sum over states the squared matrix elements of $x$ grow as $L^2$ and the inverse energy differences as $mL^2$, which together give the factor $mL^4$.

The range of the quadratic law follows from the solution at arbitrary field. For $f>0$ put $z=(2f)^{1/3}(\xi-\varepsilon/f)$. The scaled equation, written as $u''=2f(\xi-\varepsilon/f)u$, becomes $d^2u/dz^2=zu$, which the Airy functions Ai and Bi solve. A combination of the two vanishes at both walls if
\begin{equation}
\mathrm{Ai}(z_-)\,\mathrm{Bi}(z_+)-\mathrm{Ai}(z_+)\,\mathrm{Bi}(z_-)=0,
\quad z_\pm=(2f)^{1/3}\left(\pm\tfrac12-\frac{\varepsilon}{f}\right).
\end{equation}
The lowest root, found numerically, gives the full shift $\varepsilon-\pi^2/2$. Its ratio $R$ to the quadratic shift $-Cf^2$ is a function of $f$ alone and serves any well of this model:
\begin{center}
\begin{tabular}{rc}
$f$ & $R$\\
\hline
1 & 0.9999\\
5 & 0.9980\\
10 & 0.9921\\
20 & 0.9699\\
50 & 0.8598\\
100 & 0.6814
\end{tabular}
\end{center}
Because $\varepsilon$ is even, $1-R$ starts as a multiple of $f^2$. The root at $f=1$ puts the factor at $8.1\times10^{-5}$, so the error, relative to the quadratic shift, reaches one per cent near $f=11$.

That the law survives to $f$ well above one can be understood from the two lowest states. With coupling $V=0.18f$ and separation $D=14.8$, the lower eigenvalue of the two-by-two problem shifts by
\begin{equation}
\frac D2-\sqrt{\frac{D^2}4+V^2}=-\frac{V^2}{D}\left(1-\frac{V^2}{D^2}+\dots\right).
\end{equation}
The admixture is measured by $V/D\approx0.012f$ and not by $f$ itself; the full power series in $f$ converges up to $|f|$ of about 50. The two-state estimate of the relative error is $V^2/D^2\approx1.5\times10^{-4}f^2$. This has the right order of magnitude but is nearly twice the full value; the difference comes from the higher states that the estimate omits.

At large $f$ the quadratic law must fail, since the potential is nowhere below $-f/2$ and the kinetic energy is positive, so that $\varepsilon>-f/2$. The expression $\pi^2/2-Cf^2$ breaks this bound for $f$ above about 237. The true state is then pressed against the wall at $\xi=-\frac12$ and decays before it reaches the other wall. It is a pure Ai function with its first zero, at $z=-a_1$ with $a_1=2.3381$, on the near wall. Setting $z_-=-a_1$ gives
\begin{equation}
\varepsilon\simeq-\frac f2+a_1\left(\frac{f^2}{2}\right)^{1/3},\qquad
E\simeq-\frac{eFL}2+a_1\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\end{equation}
At $f=1000$ this gives $\varepsilon=-314.424$, and a converged diagonalization of the whole well agrees to all these digits; a finite-difference grid of 2000 intervals gives $-314.425$, the change in the last digit being discretization error. In this limit the energy falls linearly with width at fixed field. Its dependence on the field becomes linear only slowly, because the second term shrinks relative to the first as $f^{-1/3}$; at $f=1000$ it is still 37\% of the first in magnitude. The mass enters through this second term alone.

An optical line involves an electron and a hole. The hole has charge $+e$ and potential energy $-eFx$, so its scaled problem has $f$ replaced by $-f$. Evenness gives it a shift of the same sign. If the attraction between the two particles is left out, the transition energy is the gap plus the two confinement energies, and
\begin{equation}
\Delta E_{\rm pair}=-C\,(m_e+m_h)\,\frac{e^2F^2L^4}{\hbar^2}.
\end{equation}
The sum of the masses appears, not the reduced mass, because each particle is polarized separately. The choice of origin no longer matters: moving it adds opposite terms to the two energies.

Take as round model parameters $m_e=0.07\,m_0$ and $m_h=0.40\,m_0$, with $m_0$ the free-electron mass, $L=10$ nm and $F=20$ kV/cm. The force is $eF=2$ meV/nm and the potential drop across the well is $eFL=20$ meV. With $\hbar^2/m_0=76.20$ meV\,nm$^2$, the electron has
\begin{equation}
\frac{\hbar^2}{m_eL^2}=\frac{76.20}{0.07\times100}=10.886\ \text{meV},\qquad
f_e=\frac{20}{10.886}=1.837,
\end{equation}
and hence
\begin{equation}
\Delta E_e=-2.1945\times10^{-3}\times1.837^2\times10.886
=-0.0806\ \text{meV}.
\end{equation}
This is small beside its confinement energy of 53.7 meV. The displacement is $\langle x\rangle=-0.0806$ nm. It has the same digits as the shift because $\frac12eF$ happens to be 1 meV/nm.

For the hole, $\hbar^2/(m_hL^2)=1.905$ meV and $f_h=20/1.905=10.50$ in magnitude. The quadratic shift is
\begin{equation}
\Delta E_h=-2.1945\times10^{-3}\times10.50^2\times1.905=-0.461\ \text{meV},
\end{equation}
while the Airy condition gives $-0.457$ meV. The potential drop of 20 meV is about twice the hole's confinement energy of 9.4 meV, yet the quadratic law is off by less than one per cent. Comparing those two energies is therefore too strict a criterion; the admixture $0.012f_h\approx0.13$ is the relevant measure. The pair shifts by $-0.541$ meV in the quadratic law and by $-0.537$ meV in the full solution. The hole supplies the fraction $0.40/0.47$, or 85\%, of the quadratic value.

Changing the width at the same field shows the fourth power and its end. For the electron the results are:
\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & $f_e$ & quadratic (meV) & full (meV)\\
\hline
5 & 0.23 & $-0.0050$ & $-0.0050$\\
10 & 1.84 & $-0.0806$ & $-0.0806$\\
20 & 14.7 & $-1.290$ & $-1.269$\\
40 & 117.6 & $-20.64$ & $-13.05$
\end{tabular}
\end{center}
Each doubling of $L$ multiplies the quadratic shift by 16. The full shift grows by 15.7 from 10 to 20 nm, but by 10.3 from 20 to 40 nm, where $f$ has passed 100. Since $f\propto L^3$, a modest increase in width can carry a well out of the quadratic regime at a fixed field.

For metrology the law is read backwards, provided that the hard-wall model describes the well. With $M=m_e+m_h$,
\begin{equation}
F=\frac{\hbar}{eL^2}\sqrt{\frac{|\Delta E_{\rm pair}|}{CM}},\qquad
\frac{\delta F}{F}=\frac12\frac{\delta|\Delta E_{\rm pair}|}{|\Delta E_{\rm pair}|}-\frac12\frac{\delta M}{M}-2\frac{\delta L}{L},
\end{equation}
the second relation being the differential of the logarithm of the first. A width overestimated by 5\% makes the inferred field about 9\% too low, since $1/1.05^2=0.907$. In modulated reflectance the field is $F_0+F_1\cos\omega t$. If the states follow it adiabatically, the shift is proportional to
\begin{equation}
(F_0+F_1\cos\omega t)^2=F_0^2+\tfrac12F_1^2+2F_0F_1\cos\omega t+\tfrac12F_1^2\cos2\omega t .
\end{equation}
The line energy then oscillates at $\omega$ with an amplitude proportional to the static field $F_0$. In a symmetric well without static field this component vanishes, and the oscillation at $2\omega$ remains.

A real well departs from the law wherever an assumption behind the scaling fails. Barriers of finite height $V_0$ introduce a second dimensionless number, $mV_0L^2/\hbar^2$, so $C$ becomes a function of width and mass, and the powers of both change. In a field such a level can also leak out through the barrier. The change in the shift is large for ordinary barriers. With $V_0=240$ meV and the same mass in the barrier, the electron of the 10 nm example has a penetration length $\hbar/\sqrt{2m_eV_0}=1.5$ nm. Adding this length at each wall gives an effective width of about 13 nm, and the fourth power then suggests a shift 2.9 times the hard-wall value; solving the finite well at weak field gives 3.3. The heavier hole penetrates less: with a barrier of 160 meV its shift is 1.8 times the hard-wall value, and the pair shift is about doubled. The local powers of the width fall to about 2.7 for the electron and 3.4 for the hole. Reading such a well with the hard-wall formula would give a field about 1.4 times too high. The electron--hole attraction brings in the exciton radius as another length, and the field lowers the binding energy as it pulls the two particles apart. For the hard-wall 10 nm example, a variational estimate with dielectric constant 12.5 and in-plane reduced mass between $0.045\,m_0$ and $0.06\,m_0$ puts this loss at 0.05 to 0.07 meV, about a tenth of the pair shift, which it partly cancels in the line energy. In an asymmetric well the carriers have mean positions $\langle x_e\rangle_0$ and $\langle x_h\rangle_0$ at zero field, and the pair acquires a linear shift $eF(\langle x_e\rangle_0-\langle x_h\rangle_0)$, which dominates at sufficiently weak field if the two positions differ. A small penetration length $\lambda$ raises the shift by a fraction of about $8\lambda/L$, so one per cent requires $\lambda/L$ near $10^{-3}$; even a barrier of 4.5 eV, with the same mass, leaves the hole of the 10 nm example with a shift 12\% above the hard-wall value. The rule that follows therefore belongs to the model rather than to real wells of this size. For hard walls, a symmetric profile and weak binding effects, the single formula suffices up to $f$ of about 10 for the heavier carrier, if an error of one per cent from the neglected higher powers of the field is acceptable; the departures just listed add errors of their own. Beyond that, the Airy condition replaces it at little cost, still for hard walls. Where the barriers are of ordinary height, the Schrödinger equation has to be solved with them included, even in a weak field.
